# Huang-Rhys factors and relaxation energy from the excited-state force: test program

```python
"""
Result under test: for two harmonic surfaces with the same Hessian, the
excited-state force g_k at the ground minimum (mass-weighted mode k) gives
    relaxation energy   lambda_k = g_k^2 / (2 omega_k^2)
    Huang-Rhys factor   S_k      = g_k^2 / (2 hbar omega_k^3)
and Poisson line strengths exp(-S_k) S_k^n / n! from the ground vibration.

Symbols: x Cartesian displacements (angstrom), K force constants (eV/A^2),
F excited-state Cartesian force at x = 0 (eV/A), masses in u,
omega_k mode frequencies, E_v vertical excitation energy (eV).
Unit system: eV, angstrom, u; hbar then has the unit A (eV u)^(1/2).
"""
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize

hbar = const.hbar / math.sqrt(const.e * const.atomic_mass) / const.angstrom
masses = np.array([12.0, 16.0])
K = np.array([[60.0, -20.0], [-20.0, 40.0]])
F = np.array([4.0, 1.0])
E_v = 3.0


def ground_energy(x):
    return 0.5 * x @ K @ x


def excited_energy(x, stiffness=1.0):
    return E_v - F @ x + 0.5 * stiffness * (x @ K @ x)


# Derived formulas: normal modes, mode forces, relaxation, Huang-Rhys factors
inv_sqrt_m = np.diag(masses ** -0.5)
omega_squared, L = np.linalg.eigh(inv_sqrt_m @ K @ inv_sqrt_m)
omega = np.sqrt(omega_squared)
g = L.T @ inv_sqrt_m @ F
L = L * np.sign(g)          # choose mode signs that make both forces positive
g = np.abs(g)
quantum = hbar * omega
shift_Q = g / omega**2
relax = g**2 / (2 * omega**2)
S = g**2 / (2 * hbar * omega**3)
relax_total = relax.sum()
shift_x = inv_sqrt_m @ L @ shift_Q

# Mode forces from finite differences of the excited energy along each mode
step = 1e-3
for k in range(2):
    direction = inv_sqrt_m @ L[:, k]
    slope = (excited_energy(step * direction)
             - excited_energy(-step * direction)) / (2 * step)
    assert abs(-slope - g[k]) < 1e-9


# Excited minimum found numerically, without modes or matrix inversion
def find_minimum(stiffness):
    result = minimize(excited_energy, np.zeros(2), args=(stiffness,),
                      method="Nelder-Mead",
                      options={"xatol": 1e-8, "fatol": 1e-14,
                               "maxiter": 4000, "maxfev": 4000})
    return result.x


x_min = find_minimum(1.0)
relax_numeric = excited_energy(np.zeros(2)) - excited_energy(x_min)
emission = excited_energy(x_min) - ground_energy(x_min)
assert np.allclose(x_min, shift_x, atol=1e-6)
assert abs(relax_numeric - relax_total) < 1e-9
assert abs(emission - (E_v - 2 * relax_total)) < 1e-5

# Vibrational Hamiltonians on a Cartesian sinc grid
n_grid = 40
offsets = np.linspace(-0.40, 0.40, n_grid)
spacing = offsets[1] - offsets[0]
axis_1 = offsets + 0.04
axis_2 = offsets + 0.04
i_minus_j = np.subtract.outer(np.arange(n_grid), np.arange(n_grid))
safe = np.where(i_minus_j == 0, 1, i_minus_j)
second_derivative = np.where(i_minus_j == 0, np.pi**2 / 3,
                             2.0 * (-1.0) ** np.abs(i_minus_j) / safe**2)
kinetic = [hbar**2 / (2 * m * spacing**2) * second_derivative for m in masses]
identity = np.eye(n_grid)
T = np.kron(kinetic[0], identity) + np.kron(identity, kinetic[1])
points = np.array([[a, b] for a in axis_1 for b in axis_2])
H_ground = T + np.diag([ground_energy(p) for p in points])
H_excited = T + np.diag([excited_energy(p) for p in points])

n_states = 60
E_ground, psi_ground = eigh(H_ground, subset_by_index=[0, 0])
E_ground, psi_ground = E_ground[0], psi_ground[:, 0]
E_excited, psi_excited = eigh(H_excited, subset_by_index=[0, n_states - 1])
strength_grid = (psi_excited.T @ psi_ground) ** 2

# Predicted lines, ordered by energy like the numerical states
labels = [(a, b) for a in range(30) for b in range(30)]
labels.sort(key=lambda n: n[0] * quantum[0] + n[1] * quantum[1])
labels = np.array(labels[:n_states])
line_energy = E_v - relax_total + labels @ quantum


def poisson(n, mean):
    return math.exp(-mean) * mean**n / math.factorial(n)


strength = np.array([poisson(int(a), S[0]) * poisson(int(b), S[1])
                     for a, b in labels])
assert np.allclose((E_excited - E_ground)[:20], line_energy[:20], atol=1e-6)
assert np.allclose(strength_grid[:20], strength[:20], atol=1e-6)

# Mean quanta, mean absorption energy and variance from the grid states
mean_quanta = strength_grid @ labels
assert np.allclose(mean_quanta, S, atol=1e-4)   # sum over states is truncated
H_psi = H_excited @ psi_ground
mean_total = psi_ground @ H_psi
mean_absorption = mean_total - E_ground
residual = H_psi - mean_total * psi_ground
variance_grid = residual @ residual
variance = np.sum(S * quantum**2)
assert abs(mean_absorption - E_v) < 1e-7
assert abs(variance_grid - variance) < 1e-7

# Excited surface softened uniformly: equal-Hessian formulas must be changed
soft = 0.8
x_soft = find_minimum(soft)
relax_excited_soft = excited_energy(np.zeros(2), soft) - excited_energy(x_soft, soft)
relax_ground_soft = ground_energy(x_soft)
gap_soft = E_v - (excited_energy(x_soft, soft) - ground_energy(x_soft))
assert abs(relax_excited_soft - relax_total / soft) < 1e-9
assert abs(relax_ground_soft - relax_total / soft**2) < 1e-5
assert abs(gap_soft - relax_total * (1 / soft + 1 / soft**2)) < 1e-5
assert abs(gap_soft - 2 * relax_total) > 0.1

print(f"masses: {masses[0]:.0f}, {masses[1]:.0f} u")
print(f"K11, K12, K22: {K[0,0]:.0f}, {K[0,1]:.0f}, {K[1,1]:.0f} eV/A^2")
print(f"Cartesian force F: {F[0]:.1f}, {F[1]:.1f} eV/A")
print(f"vertical energy E_v: {E_v:.3f} eV")
print(f"hbar: {hbar:.6f} A (eV u)^(1/2)")
for k in range(2):
    print(f"mode {k+1} vector L: {L[0,k]:.4f}, {L[1,k]:.4f}")
    print(f"mode {k+1} omega^2: {omega_squared[k]:.4f} eV/(A^2 u)")
    print(f"mode {k+1} omega: {omega[k]:.4f} (eV/u)^(1/2)/A")
    print(f"mode {k+1} hbar omega: {quantum[k]:.5f} eV")
    print(f"mode {k+1} force g: {g[k]:.4f} eV/(A u^(1/2))")
    print(f"mode {k+1} displacement: {shift_Q[k]:.4f} A u^(1/2)")
    print(f"mode {k+1} relaxation energy: {relax[k]:.5f} eV")
    print(f"mode {k+1} Huang-Rhys factor: {S[k]:.4f}")
    print(f"mode {k+1} mean quanta, grid: {mean_quanta[k]:.4f}")
print(f"total relaxation energy, formula: {relax_total:.5f} eV")
print(f"total relaxation energy, minimizer: {relax_numeric:.5f} eV")
print(f"excited minimum x: {x_min[0]:.4f}, {x_min[1]:.4f} A")
print(f"0-0 energy, formula: {line_energy[0]:.5f} eV")
print(f"0-0 energy, grid: {E_excited[0]-E_ground:.5f} eV")
print(f"vertical emission energy: {emission:.4f} eV")
print(f"absorption-emission gap: {E_v-emission:.4f} eV")
print(f"mean absorption energy, grid: {mean_absorption:.5f} eV")
print(f"absorption standard deviation, formula: {math.sqrt(variance):.5f} eV")
print(f"absorption standard deviation, grid: {math.sqrt(variance_grid):.5f} eV")
print("lines (n1,n2): energy in eV, strength formula, strength grid")
for j in range(8):
    print(f"  ({labels[j,0]},{labels[j,1]}): {line_energy[j]:.4f}, "
          f"{strength[j]:.5f}, {strength_grid[j]:.5f}")
print(f"softened case, stiffness factor s: {soft:.1f}")
print(f"softened, excited-surface relaxation: {relax_excited_soft:.4f} eV")
print(f"softened, ground-surface relaxation: {relax_ground_soft:.4f} eV")
print(f"softened, absorption-emission gap: {gap_soft:.4f} eV")
print("every check passed")
```

It prints:

```
masses: 12, 16 u
K11, K12, K22: 60, -20, 40 eV/A^2
Cartesian force F: 4.0, 1.0 eV/A
vertical energy E_v: 3.000 eV
hbar: 0.064654 A (eV u)^(1/2)
mode 1 vector L: 0.4155, 0.9096
mode 1 omega^2: 1.8406 eV/(A^2 u)
mode 1 omega: 1.3567 (eV/u)^(1/2)/A
mode 1 hbar omega: 0.08772 eV
mode 1 force g: 0.7072 eV/(A u^(1/2))
mode 1 displacement: 0.3842 A u^(1/2)
mode 1 relaxation energy: 0.13587 eV
mode 1 Huang-Rhys factor: 1.5490
mode 1 mean quanta, grid: 1.5489
mode 2 vector L: 0.9096, -0.4155
mode 2 omega^2: 5.6594 eV/(A^2 u)
mode 2 omega: 2.3790 (eV/u)^(1/2)/A
mode 2 hbar omega: 0.15381 eV
mode 2 force g: 0.9464 eV/(A u^(1/2))
mode 2 displacement: 0.1672 A u^(1/2)
mode 2 relaxation energy: 0.07913 eV
mode 2 Huang-Rhys factor: 0.5145
mode 2 mean quanta, grid: 0.5144
total relaxation energy, formula: 0.21500 eV
total relaxation energy, minimizer: 0.21500 eV
excited minimum x: 0.0900, 0.0700 A
0-0 energy, formula: 2.78500 eV
0-0 energy, grid: 2.78500 eV
vertical emission energy: 2.5700 eV
absorption-emission gap: 0.4300 eV
mean absorption energy, grid: 3.00000 eV
absorption standard deviation, formula: 0.15521 eV
absorption standard deviation, grid: 0.15521 eV
lines (n1,n2): energy in eV, strength formula, strength grid
  (0,0): 2.7850, 0.12702, 0.12702
  (1,0): 2.8727, 0.19674, 0.19674
  (0,1): 2.9388, 0.06535, 0.06535
  (2,0): 2.9604, 0.15237, 0.15237
  (1,1): 3.0265, 0.10122, 0.10122
  (3,0): 3.0481, 0.07867, 0.07867
  (0,2): 3.0926, 0.01681, 0.01681
  (2,1): 3.1142, 0.07839, 0.07839
softened case, stiffness factor s: 0.8
softened, excited-surface relaxation: 0.2687 eV
softened, ground-surface relaxation: 0.3359 eV
softened, absorption-emission gap: 0.6047 eV
every check passed
```
